# The Symmetric Eckart Barrier: Parabolic Top and Low-Temperature Tunnelling, part 1

(Sections cited here and not found follow in the second part.)

## Transmission from threshold to the top

Suppose that a calculation of how fast a light atom moves through a solid supplies two numbers for each hop: the barrier height and the imaginary frequency at the saddle point. One must then decide how to correct the classical hop rate for tunnelling. The quickest choice treats the barrier as an inverted parabola and needs little beyond the frequency. It works at high temperature, becomes inaccurate on cooling, and has no value at all below a certain temperature. The symmetric Eckart barrier uses the same two numbers but has a finite base, and its thermal average exists at every temperature above zero.

### The scattering problem

Consider a particle of mass $m$ moving in one dimension, without friction, in the potential

$$V(x)=\frac{V_0}{\cosh^2(x/a)},\qquad V_0>0. \tag{1}$$

The potential vanishes on both sides, and energies are measured from that common level. For $E>0$ define

$$k=\frac{\sqrt{2mE}}{\hbar},\quad K=ka,\quad q=\frac{a\sqrt{2mV_0}}{\hbar},\quad \varepsilon=\frac{E}{V_0},\quad z=\frac{x}{a}. \tag{2}$$

These definitions imply $K=q\sqrt\varepsilon$. Multiplying the stationary Schrödinger equation by $-2ma^2/\hbar^2$ and collecting terms gives

$$\frac{d^2\psi}{dz^2}+\left(K^2-\frac{q^2}{\cosh^2 z}\right)\psi=0. \tag{3}$$

With the time factor $e^{-iEt/\hbar}$, the wave $e^{iKz}$ moves to the right. A particle arriving from the left is described by

$$\psi\to e^{iKz}\ (z\to\infty),\qquad \psi\to Ae^{iKz}+Be^{-iKz}\ (z\to-\infty). \tag{4}$$

The velocity is the same on both sides, so the ratio of transmitted to incident flux is $\mathcal T=1/|A|^2$. The symbol $\mathcal T$ denotes transmission throughout, and $T$ is kept for temperature.

### Reduction to the hypergeometric equation

Let $\xi=\tanh z$. Then $d\xi/dz=1-\xi^2=1/\cosh^2z$, and each derivative $d/dz$ becomes $(1-\xi^2)\,d/d\xi$. After division by $1-\xi^2$, equation (3) reads

$$\frac{d}{d\xi}\left[(1-\xi^2)\frac{d\psi}{d\xi}\right]+\left[\frac{K^2}{1-\xi^2}-q^2\right]\psi=0. \tag{5}$$

The singular term can be removed by writing $\psi=(1-\xi^2)^{\nu}F$. The bracket in (5) is then

$$(1-\xi^2)\psi'=(1-\xi^2)^\nu\left[(1-\xi^2)F'-2\nu\xi F\right],$$

where the prime means $d/d\xi$. Differentiating once more, and taking out the common factor $(1-\xi^2)^\nu$, gives

$$(1-\xi^2)F''-2(1+2\nu)\xi F'-2\nu F+\frac{4\nu^2\xi^2}{1-\xi^2}F.$$

The last term equals $4\nu^2F/(1-\xi^2)-4\nu^2F$. The choice $\nu=-iK/2$ makes $4\nu^2=-K^2$, so its singular part cancels the one in (5). What remains is

$$(1-\xi^2)F''-2(1+2\nu)\xi F'-\left[2\nu(2\nu+1)+q^2\right]F=0. \tag{6}$$

Now put $u=(1-\xi)/2$. Then $1-\xi^2=4u(1-u)$, $\xi=1-2u$ and $d/d\xi=-\tfrac12\,d/du$. Equation (6) becomes

$$u(1-u)F_{uu}+(1-iK)(1-2u)F_u-\left[-iK(1-iK)+q^2\right]F=0. \tag{7}$$

The hypergeometric equation is $u(1-u)F_{uu}+[c-(b_1+b_2+1)u]F_u-b_1b_2F=0$. Comparison requires $c=1-iK$, $b_1+b_2=1-2iK$ and $b_1b_2=-iK(1-iK)+q^2$. These are satisfied by

$$b_1=-iK-s,\qquad b_2=-iK+s+1,\qquad s(s+1)=-q^2, \tag{8}$$

because the product is $(-iK)^2-iK-s(s+1)$.

The solution equal to 1 at $u=0$ is the hypergeometric function $F(b_1,b_2;c;u)$. As $z\to\infty$, $u\to0$ and $1-\xi^2\to4e^{-2z}$. The prefactor therefore tends to $(4e^{-2z})^{-iK/2}=4^{-iK/2}e^{iKz}$. This is the required outgoing wave, apart from a constant of unit modulus.

### The incident amplitude

On the left $u\to1$, and the behaviour there follows from a connection formula. Let $d=c-b_1-b_2$. Near $u=1$ one solution of the hypergeometric equation tends to 1 and the other behaves as $(1-u)^d$, so

$$F(b_1,b_2;c;u)\to C_1+C_2(1-u)^{d}. \tag{9}$$

To find $C_1$, suppose first that $\mathrm{Re}\,d>0$. Then $C_1$ is the value of $F$ at $u=1$. Euler's integral for $F$ is

$$F=\frac{\Gamma(c)}{\Gamma(b_2)\Gamma(c-b_2)}\int_0^1 \tau^{b_2-1}(1-\tau)^{c-b_2-1}(1-u\tau)^{-b_1}d\tau .$$

At $u=1$ it is a beta integral, equal to $\Gamma(b_2)\Gamma(d)/\Gamma(c-b_1)$, and hence

$$C_1=\frac{\Gamma(c)\Gamma(d)}{\Gamma(c-b_1)\Gamma(c-b_2)}.$$

For $C_2$, use the identity $F(b_1,b_2;c;u)=(1-u)^dF(c-b_1,c-b_2;c;u)$. It holds because both sides solve the same equation and are regular with value 1 at $u=0$. For $\mathrm{Re}\,d<0$ the function on the right has a finite value at $u=1$, given by the same beta integral with changed parameters:

$$C_2=\frac{\Gamma(c)\Gamma(-d)}{\Gamma(b_1)\Gamma(b_2)}.$$

Both coefficients are analytic in the parameters and can be continued to the present case, $d=iK$ with $K>0$.

As $z\to-\infty$, $1-u=(1+\xi)/2\to e^{2z}$, while the prefactor tends to $4^{-iK/2}e^{-iKz}$. The $C_1$ term is thus the reflected wave. The $C_2$ term carries the extra factor $e^{2iKz}$ and is the incident wave. The constant $4^{-iK/2}$ is common to both sides and drops out, leaving

$$A=\frac{\Gamma(1-iK)\Gamma(-iK)}{\Gamma(-iK-s)\Gamma(1+s-iK)},\qquad B=\frac{\Gamma(1-iK)\Gamma(iK)}{\Gamma(1+s)\Gamma(-s)}. \tag{10}$$

### The transmission formula

The moduli follow from $\Gamma(v)\Gamma(1-v)=\pi/\sin\pi v$. Since $\Gamma(1+iK)=iK\,\Gamma(iK)$,

$$|\Gamma(1-iK)|^2=iK\,\Gamma(iK)\Gamma(1-iK)=\frac{\pi K}{\sinh\pi K}.$$

Division by $K^2$ gives $|\Gamma(-iK)|^2=\pi/(K\sinh\pi K)$. The numerator of $|A|^2$ is therefore $\pi^2/\sinh^2\pi K$.

For $q>1/2$, equation (8) gives $s=-\tfrac12+i\mu$ with $\mu=\sqrt{q^2-1/4}$. The arguments in the denominator of $A$ are then $\tfrac12-i(K+\mu)$ and $\tfrac12-i(K-\mu)$. Because $|\Gamma(\tfrac12+iv)|^2=\pi/\cosh\pi v$ for real $v$,

$$\mathcal T=\frac{\sinh^2\pi K}{\cosh\pi(K+\mu)\,\cosh\pi(K-\mu)}.$$

The product of hyperbolic cosines is $\tfrac12(\cosh2\pi K+\cosh2\pi\mu)=\sinh^2\pi K+\cosh^2\pi\mu$. With

$$\alpha=\pi q,\qquad \delta=\pi\mu=\sqrt{\alpha^2-\pi^2/4}, \tag{11}$$

and $\pi K=\alpha\sqrt\varepsilon$, the transmission is

$$\boxed{\mathcal T(E)=\frac{\sinh^2(\alpha\sqrt\varepsilon)}{\sinh^2(\alpha\sqrt\varepsilon)+\cosh^2\delta}} \tag{12}$$

For $q<1/2$, $s=-\tfrac12+\sigma$ is real, with $\sigma=\sqrt{1/4-q^2}$. Then $b_2^*=1-b_1$, and the two gamma functions combine to $|\Gamma(b_1)\Gamma(b_2)|^2=\pi^2/|\sin\pi b_1|^2$. Since $|\sin\pi b_1|^2=|\cos(\pi\sigma+i\pi K)|^2=\cos^2\pi\sigma+\sinh^2\pi K$, formula (12) holds with $\cosh\delta$ replaced by $\cos\pi\sigma$. This is also what an imaginary $\delta$ gives. Direct integration of (3) for one thick and two thinner barriers, at five energies each, agrees with (12) to a relative error below $10^{-9}$.

### The top of a thick barrier

Near $x=0$, $V\approx V_0-V_0x^2/a^2$. Equating this to $V_0-\tfrac12m\omega_b^2x^2$ defines the barrier frequency and gives $\alpha$ a direct meaning:

$$\omega_b=\sqrt{\frac{2V_0}{ma^2}},\qquad \alpha=\frac{\pi a\sqrt{2mV_0}}{\hbar}=\frac{2\pi V_0}{\hbar\omega_b}. \tag{13}$$

The height and the frequency therefore fix $\alpha$, and no separate width is needed. Introduce the scaled depth below the top,

$$y=\alpha(1-\varepsilon)=\frac{2\pi(V_0-E)}{\hbar\omega_b}. \tag{14}$$

Let $Y=\ln(1/\mathcal T-1)$, so that $\mathcal T=1/(1+e^Y)$. From (12),

$$Y=2(\delta-\alpha\sqrt\varepsilon)+2\ln\frac{1+e^{-2\delta}}{1-e^{-2\alpha\sqrt\varepsilon}}. \tag{15}$$

At fixed $y$ and large $\alpha$ the logarithm is exponentially small. The other terms are expanded with $\sqrt\varepsilon=\sqrt{1-y/\alpha}$:

$$-2\alpha\sqrt\varepsilon=-2\alpha+y+\frac{y^2}{4\alpha}+\frac{y^3}{8\alpha^2}+\dots,\qquad 2\delta=2\alpha-\frac{\pi^2}{4\alpha}+\dots$$

Their sum is

$$Y=y+\frac{y^2-\pi^2}{4\alpha}+\frac{y^3}{8\alpha^2}+O(\alpha^{-3}). \tag{16}$$

As $\alpha\to\infty$ at fixed $y$, the transmission tends to

$$\mathcal T_p=\frac{1}{1+e^{y}}. \tag{17}$$

This is the law of the inverted parabola itself, as a separate argument shows. With length unit $\sqrt{\hbar/m\omega_b}$ and $e=(E-V_0)/\hbar\omega_b$, the parabolic problem is $\psi''+(\eta^2+2e)\psi=0$. Its transmitted wave at large $\eta>0$ is $C\eta^{\,ie-1/2}e^{i\eta^2/2}$. Follow this form along a large arc in the upper half of the complex $\eta$ plane. In the first quadrant it is exponentially small, and the other solution, which would be large there, is absent. In the second quadrant it is exponentially large, and any admixture of the other solution is small there. Its coefficient is therefore the same along the whole arc. On the negative axis it has acquired the factor $e^{i\pi(ie-1/2)}=-ie^{-\pi e}$. There the local momentum of $e^{i\eta^2/2}$ is negative, so it is the reflected wave. The reflected flux is thus $e^{-2\pi e}$ times the transmitted flux. Since the two fractions add to one, $\mathcal T_p=1/(1+e^{-2\pi e})$, which is (17) because $-2\pi e=y$.

The first correction in (16) sets the range of the approximation: $\alpha\gg1$ and $|y|\ll2\sqrt\alpha$. To this order the Eckart barrier is more transparent than the parabola for $|y|<\pi$ and less transparent for $|y|>\pi$.

### The flanks

Well below the top, while $\alpha\sqrt\varepsilon$ is still large, (15) is dominated by the exponent $2\alpha(1-\sqrt\varepsilon)$, whereas the parabola has $\alpha(1-\varepsilon)$. Since $1-\varepsilon=(1-\sqrt\varepsilon)(1+\sqrt\varepsilon)$, the difference is

$$2\alpha(1-\sqrt\varepsilon)-\alpha(1-\varepsilon)=\alpha(1-\sqrt\varepsilon)^2\ge0. \tag{18}$$

The Eckart exponent is the semiclassical action between the turning points,

$$J(\varepsilon)=2q\int_{-z_t}^{z_t}\sqrt{\frac{1}{\cosh^2z}-\varepsilon}\;dz .$$

To verify this, differentiate with respect to $\varepsilon$; the end points do not contribute because the integrand vanishes there. With $v=\sinh z$,

$$\frac{dJ}{d\varepsilon}=-q\int\frac{dv}{\sqrt{1-\varepsilon-\varepsilon v^2}}=-\frac{\pi q}{\sqrt\varepsilon}.$$

Together with $J(1)=0$ this gives $J=2\alpha(1-\sqrt\varepsilon)$. The sign in (18) has a simple geometrical cause. Since $1/\cosh^2z=1-\tanh^2z\ge1-z^2$, the Eckart barrier is nowhere below its osculating parabola, and at a given energy there is more barrier to cross.

### A numerical barrier

Take the round model values $V_0=0.3$ eV and $a=0.4$ Å with the mass of a proton. Equation (2) gives $q=4.810$, so $\alpha=\pi q=15.11$ and $\delta=\sqrt{15.11^2-\pi^2/4}=15.03$. From (13), $\hbar\omega_b=2\pi(300\ \text{meV})/15.11=124.7$ meV. The parabolic range is $|y|\ll2\sqrt{15.11}=7.8$.

| $E/V_0$ | $y$ | $\mathcal T$, Eckart | $\mathcal T_p$, parabola |
|---|---|---|---|
| 0.10 | 13.60 | $1.25\times10^{-9}$ | $1.24\times10^{-6}$ |
| 0.50 | 7.56 | $1.69\times10^{-4}$ | $5.23\times10^{-4}$ |
| 0.80 | 3.02 | 0.0462 | 0.0464 |
| 1.00 | 0 | 0.541 | 0.500 |
| 1.20 | −3.02 | 0.955 | 0.954 |

At the top, (16) gives $Y\approx-\pi^2/(4\times15.11)=-0.163$ and $\mathcal T\approx1/(1+e^{-0.163})=0.541$. At $E=0.8V_0$ the two laws nearly coincide because $y$ is close to $\pi$, where the first correction changes sign. That correction is only $-0.012$ here, and the cubic term of (16), $+0.015$, outweighs it, so the Eckart value is slightly the smaller. At $E=0.1V_0$ the extra exponent (18) is $15.11(1-0.316)^2=7.06$. The shift $2(\alpha-\delta)=0.16$ reduces it to 6.90, and $e^{6.90}$ accounts for the factor of about 1000 between the two entries.

## Thermal averages and the low-temperature limit

The barrier is $V_0/\cosh^2(x/a)$, with $\varepsilon=E/V_0$ and $\alpha=2\pi V_0/\hbar\omega_b$, where $\omega_b$ is the frequency of the inverted parabola at the top. With $\delta=\sqrt{\alpha^2-\pi^2/4}$, the transmission (12) is $\mathcal T=\sinh^2(\alpha\sqrt\varepsilon)/[\sinh^2(\alpha\sqrt\varepsilon)+\cosh^2\delta]$. In terms of $y=\alpha(1-\varepsilon)$ and $\mathcal T=1/(1+e^Y)$, the top obeys $Y=y+(y^2-\pi^2)/4\alpha+\dots$, and the parabolic law is $\mathcal T_p=1/(1+e^y)$. The example has $V_0=0.3$ eV, $\alpha=15.11$ and $\delta=15.03$.

### What is averaged

Suppose that particles arrive from the left in thermal equilibrium and form a free continuum starting at $E=0$. In an interval $dk$ the incident flux is proportional to $v\,e^{-\beta E}dk$, where $v=\hbar k/m$ and $\beta=1/k_BT$. Since $dE=\hbar v\,dk$, the velocity cancels and the flux per unit energy is proportional to $e^{-\beta E}$. The fraction of the incident flux that crosses is therefore

$$P=\frac{\int_0^\infty\mathcal T(E)e^{-\beta E}dE}{\int_0^\infty e^{-\beta E}dE}=\beta\int_0^\infty\mathcal T(E)e^{-\beta E}dE. \tag{19}$$

A classical particle crosses when $E>V_0$ and is turned back otherwise, which gives $P_{cl}=e^{-\beta V_0}$. The tunnelling factor that multiplies a classical rate is

$$\kappa=\frac{P}{P_{cl}}=Pe^{\beta V_0}. \tag{20}$$

Because $0<\mathcal T<1$ for every $E>0$, equation (19) gives $0<P<1$ at every temperature above zero. This settles the existence of the Eckart average. It also gives $\kappa<e^{\beta V_0}$, which is finite at each such temperature although it grows without limit on cooling.

Define the crossover temperature and its ratio to the actual one by

$$k_BT_c=\frac{\hbar\omega_b}{2\pi}=\frac{V_0}{\alpha},\qquad r=\frac{T_c}{T}. \tag{21}$$

Then $\beta V_0=\alpha r$, $\beta(V_0-E)=ry$ and $\beta\,dE=-r\,dy$. Since $E=0$ corresponds to $y=\alpha$, (19) and (20) give

$$\kappa=r\int_{-\infty}^{\alpha}e^{ry}\,\mathcal T\,dy. \tag{22}$$

For the example $\alpha k_BT_c=V_0$ gives $T_c=230.4$ K.

### The bottomless parabola

An inverted parabola has no base, so its energies extend to $-\infty$ and the upper limit of (22) becomes infinite:

$$\kappa_p=r\int_{-\infty}^{\infty}\frac{e^{ry}}{1+e^y}\,dy. \tag{23}$$

Use $w=1/(1+e^y)$ as the variable. Then $e^y=(1-w)/w$ and $dy=-dw/[w(1-w)]$, and the integral becomes

$$\int_0^1w^{-r}(1-w)^{r-1}dw=\Gamma(1-r)\Gamma(r)=\frac{\pi}{\sin\pi r},\qquad 0<r<1.$$

Hence

$$\kappa_p=\frac{\pi r}{\sin\pi r},\qquad T>T_c. \tag{24}$$

At large $y$ the integrand of (23) behaves as $e^{(r-1)y}$, so the integral diverges for $r\ge1$. Below $T_c$ the Boltzmann factor grows towards negative energy faster than the parabolic transmission falls. The divergence comes from energies far below the top, where the real barrier is no longer parabolic. Continuing (24) to $T<T_c$ would give a finite number at most temperatures, but that number would not be the value of the integral.

The Eckart transmission has been derived, and its thermal average exists at every temperature above zero, whereas the average for the full inverted parabola diverges at and below $T_c$. What remains is to find how the two differ above $T_c$, to evaluate the Eckart average at $T_c$ and below, and to see where the model applies to atoms hopping in a solid.
